# The Dirac 1s Spinor in Momentum Space: Closed Form, Tail and Moments, part 2

A one-electron ion with a fixed point nucleus, $V=-Z/r$ and $0<Z\alpha<1$, is in its Dirac 1s state. We ask how its two components compare at large momentum, which moments $\langle p^n\rangle$ exist, and what a finite nucleus changes. Hartree atomic units are used, with $c=1/\alpha=137.036$, and the energy $\varepsilon$ excludes the rest energy.

The upper (large) and lower (small) spinors are $u=\frac{g(r)}{\sqrt{4\pi}}\,\chi$ and $l=-\frac{i f(r)}{\sqrt{4\pi}}\,\sigma\cdot\hat r\,\chi$, with $\chi$ a constant unit two-spinor. Up to phases, $\sigma\cdot p\,u$ and $\sigma\cdot p\,l$ have radial parts $g'$ and $f'+2f/r$. With $P=rg$ and $Q=rf$, any central potential gives

$$P'-\frac{P}{r}=A\,Q,\qquad Q'+\frac{Q}{r}=-B\,P,\qquad B=\frac{\varepsilon-V}{c},\quad A=B+2c .$$

For the point nucleus, $P=N r^\gamma e^{-Zr}$ and $Q=-sP$, with $\gamma=\sqrt{1-(Z\alpha)^2}$, $s=Z\alpha/(1+\gamma)$, $\varepsilon=c^2(\gamma-1)$ and component weights $w_\pm=(1\pm\gamma)/2$.

Put $k=p/Z$. In momentum space the spinors are $\tilde u=Z^{-3/2}G\chi/\sqrt{4\pi}$ and $\tilde l=-Z^{-3/2}F\,\sigma\cdot\hat p\,\chi/\sqrt{4\pi}$, with $G>0$ and $F<0$ known in closed form and $G(0)\neq0$. At large $k$,

$$G\simeq c_Gk^{-\gamma-2}(1+k^*/k),\qquad F\to-c_Fk^{-\gamma-2},\qquad k^*=(\gamma+1)\tan\frac{\pi\gamma}{2},$$

$$c_G=\sqrt{\tfrac2\pi}\,a\,\Gamma(\gamma+1)\,C,\qquad c_F=\sqrt{\tfrac2\pi}\,a\,Z\alpha\,\Gamma(\gamma)\,S,\qquad a^2=\frac{(1+\gamma)\,4^\gamma}{\Gamma(2\gamma+1)},$$

with $C=\cos(\pi\gamma/2)$ and $S=\sin(\pi\gamma/2)$. This tail comes from the singularity $r^{\gamma-1}$ at the nucleus. In $G$ the slow leading term takes over at $p^*=Zk^*$.

At fixed $k$, as $Z\alpha\to0$, $G$ tends to the Schrödinger amplitude $\sqrt{32/\pi}\,(1+k^2)^{-2}$ and $|F|\to\frac{Z\alpha}{2}kG=\frac{p}{2c}G$ (kinetic balance). This limit does not commute with $k\to\infty$.

The example is hydrogen-like germanium, $Z=32$: $Z\alpha=0.233515$, $\gamma=0.972353$, $c_G=0.068428$, $c_F=0.378169$, $k^*=45.39$.

**Q.** For germanium $c_F$ exceeds $c_G$, so the "small" component is the larger one far out. Is that an accident of $Z=32$?

**A.** It holds for every $0<Z\alpha<1$. Since $\Gamma(\gamma+1)=\gamma\Gamma(\gamma)$, the limiting ratio is

$$L=\lim_{k\to\infty}\Big|\frac FG\Big|=\frac{c_F}{c_G}=\frac{Z\alpha}{\gamma}\tan\frac{\pi\gamma}{2}.$$

A lower bound follows from an elementary inequality. For $0<y<\pi$, the identity $1/\sin^2t+1/\cos^2t=4/\sin^22t$ at $t=y/2$, together with $\sin t<t$ applied to $y/2$ and to $(\pi-y)/2$, gives

$$\frac1{\sin^2y}=\frac14\Big[\frac{1}{\sin^2(y/2)}+\frac{1}{\sin^2((\pi-y)/2)}\Big]>\frac1{y^2}+\frac1{(\pi-y)^2}.$$

The function $h(y)=\cot y-1/y+1/(\pi-y)$ has the derivative $-1/\sin^2y+1/y^2+1/(\pi-y)^2$, which is therefore negative, and $h(\pi/2)=0$. So $h>0$ for $0<y<\pi/2$, that is $\cot y>(\pi-2y)/(y(\pi-y))$. Put $y=\pi(1-\gamma)/2$. Then $\cot y=\tan(\pi\gamma/2)$, $\pi-2y=\pi\gamma$ and $y(\pi-y)=\pi^2(1-\gamma^2)/4=\pi^2(Z\alpha)^2/4$. Hence $\tan(\pi\gamma/2)>4\gamma/(\pi(Z\alpha)^2)$ and

$$L>\frac{4}{\pi Z\alpha}>\frac4\pi>1 .$$

For germanium $L=0.378169/0.068428=5.527$, above the bound $5.452$.

**Q.** Where does the small component overtake the large one?

**A.** Dropping the $1/k$ correction of $F$, which carries the factor $C$, the ratio is $|F/G|\simeq L/(1+k^*/k)$ for $k\gg1$. It equals one at $k=k^*/(L-1)$. For germanium that is $45.39/4.527=10.03$, and a root search on the closed forms gives $k=10.08$, or $p=322.5$ a.u. $=2.35\,mc$. For small $Z\alpha$, $L$ is large and $k^*/L=\gamma(\gamma+1)/(Z\alpha)\to2/(Z\alpha)$, so the crossing tends to $p=2mc$, where the kinetic-balance ratio $p/2c$ reaches one.

**Q.** Now the moments. Which of them exist?

**A.** Because $|\sigma\cdot\hat p\,\chi|^2=1$, the momentum density is isotropic, and

$$\langle p^n\rangle=Z^n\int_0^\infty k^{n+2}\,(G^2+F^2)\,dk .$$

The integrand is positive and continuous for $k>0$, so the ends decide. At small $k$ the density tends to $G(0)^2>0$, and $k^{n+2}$ is integrable if and only if $n>-3$. At large $k$ the density tends to $Tk^{-2\gamma-4}$ with

$$T=c_G^2+c_F^2=\frac2\pi\,a^2\,\Gamma(\gamma)^2\big[\gamma^2C^2+(Z\alpha)^2S^2\big]>0 .$$

The integrand goes as $Tk^{n-2\gamma-2}$, which is integrable if and only if $n-2\gamma-2<-1$. So for a point nucleus $\langle p^n\rangle$ exists if and only if

$$-3<n<2\gamma+1 .$$

For the Schrödinger state the substitution $t=k^2$ gives a beta function,

$$\langle k^n\rangle=\frac{32}{\pi}\int_0^\infty\frac{k^{n+2}dk}{(1+k^2)^4}=\frac{16}{\pi}\int_0^\infty\frac{t^{(n+1)/2}dt}{(1+t)^4}=\frac{16}{\pi}\,\mathrm B\Big(\frac{n+3}2,\frac{5-n}2\Big),$$

which exists for $-3<n<5$. With $\Gamma(4)=6$, $n=3$ gives $(16/\pi)\Gamma(3)\Gamma(1)/6=16/(3\pi)=1.697653$, and $n=4$ gives $(16/\pi)\Gamma(\tfrac72)\Gamma(\tfrac12)/6=(16/\pi)(15\pi/8)/6=5$. Since $2\gamma+1<3$ for every $Z>0$, the Dirac moments $\langle p^3\rangle$ and $\langle p^4\rangle$ diverge although their Schrödinger counterparts are finite. The upper limit tends to $3$ as $Z\alpha\to0$, and it does not approach $5$.

**Q.** A finite number turning infinite under an arbitrarily weak relativistic correction looks absurd.

**A.** It is the same exchange of limits as for the amplitude. As $Z\alpha\to0$, $a^2\to4$, $\Gamma(\gamma)\to1$, $S\to1$, and $C^2$ is of order $(Z\alpha)^4$, so

$$T\simeq\frac8\pi\,(Z\alpha)^2 ,$$

supplied at this order by the small component alone. Define the cut-off moment $M_n(K)=\int_0^Kk^{n+2}(G^2+F^2)dk$. At fixed $K$ it tends to the Schrödinger cut-off value as $Z\alpha\to0$, because the amplitudes do. At fixed $Z\alpha$ and large $K$, with $q=n-2\gamma-1>0$,

$$M_n(K_2)-M_n(K_1)\simeq\frac Tq\,\big(K_2^{\,q}-K_1^{\,q}\big).$$

For $n=4$ and small $Z\alpha$, $q\simeq1$ and the growing part $TK$ reaches the Schrödinger value $5$ at $K\simeq5\pi/(8(Z\alpha)^2)$, which is of the order of $k^*$. For $n=3$, $q=2-2\gamma\simeq(Z\alpha)^2$, and $(K^q-1)/q\simeq\ln K$ while $q\ln K\ll1$, so the growth is close to logarithmic with the small coefficient $T$. The divergence is real, and for a light ion it comes from very large momenta. One consequence is that the mass-velocity operator $-p^4/8c^2$ has the finite mean $-5Z^4/8c^2$ in the Schrödinger state and no finite mean in the point-nucleus Dirac state.

**Q.** Show that growth for germanium.

**A.** Here $T=0.068428^2+0.378169^2=0.147694$, against the leading estimate $0.138858$, and the upper limit is $2\gamma+1=2.944706$, so $q=0.055294$ for $n=3$ and $q=1.055294$ for $n=4$. Gauss-Legendre quadrature of the closed-form density, in $k$ up to $1$ and in $\ln k$ beyond, gives the cut-off moments.

| $K$ | $M_3$ | $M_4$ |
|---|---|---|
| 10 | 2.0153 | 5.759 |
| 100 | 2.5211 | 24.30 |
| 1000 | 2.9945 | 212.7 |
| 10000 | 3.5264 | 2338 |

For the last decade of $M_3$ the formula gives $(0.147694/0.055294)(1.66408-1.46515)=0.531$, and the table gives $0.532$. For $M_4$ it gives $(0.147694/1.055294)(16641-1465)=2124$, and the table gives $2125$. The three increments of $M_3$ are $0.506$, $0.473$ and $0.532$, which do not rise steadily as the asymptotic formula alone would have them do. The reason is the factor $(1+k^*/k)^2$ in $G^2$. At $k=10$ it is about $31$, which lifts $c_G^2=0.0047$ to the size of $c_F^2=0.143$, so the first decade collects a large extra part from $G$ that has nearly gone by $k=1000$. Both moments pass their Schrödinger values, $1.70$ and $5$, before $K=10$.

**Q.** What of $\langle p^2\rangle$? It enters any kinetic-energy argument.

**A.** It exists if and only if $2<2\gamma+1$, that is $\gamma>\tfrac12$ or $Z\alpha<\sqrt3/2$, which means $Z<118.68$. Its value is easiest in position space. Since $(\sigma\cdot p)^2=p^2$, $\langle p^2\rangle=\|\sigma\cdot p\,u\|^2+\|\sigma\cdot p\,l\|^2$, and the two gradients of Part I have radial parts $g'$ and $f'+2f/r$. So

$$\langle p^2\rangle=\int\Big[\Big(P'-\frac Pr\Big)^2+\Big(Q'+\frac Qr\Big)^2\Big]dr=w_+\Big\langle\Big(\frac{\gamma-1}r-Z\Big)^2\Big\rangle+w_-\Big\langle\Big(\frac{\gamma+1}r-Z\Big)^2\Big\rangle ,$$

where the averages use the common normalized density $\propto r^{2\gamma}e^{-2Zr}$. The singularity $r^{\gamma-1}$ is mild enough that its gradient is locally integrable and carries no delta function. Collect powers of $1/r$. The $Z^2$ terms add to $Z^2$. The $1/r$ terms have the coefficient $-2Z[w_+(\gamma-1)+w_-(\gamma+1)]=-Z[(\gamma^2-1)+(1-\gamma^2)]=0$. The $1/r^2$ terms have $\tfrac12(1-\gamma^2)[(1-\gamma)+(1+\gamma)]=1-\gamma^2$. The radial averages are ratios of gamma functions:

$$\Big\langle\frac1r\Big\rangle=2Z\frac{\Gamma(2\gamma)}{\Gamma(2\gamma+1)}=\frac Z\gamma,\qquad\Big\langle\frac1{r^2}\Big\rangle=4Z^2\frac{\Gamma(2\gamma-1)}{\Gamma(2\gamma+1)}=\frac{2Z^2}{\gamma(2\gamma-1)},$$

the second for $\gamma>\tfrac12$. Then

$$\langle p^2\rangle=Z^2\,\frac{\gamma(2\gamma-1)+2(1-\gamma^2)}{\gamma(2\gamma-1)}=Z^2\,\frac{2-\gamma}{\gamma(2\gamma-1)} .$$

With $\gamma=1-\epsilon$ this is $(1+\epsilon)/((1-\epsilon)(1-2\epsilon))\simeq1+4\epsilon=1+2(Z\alpha)^2$ to first order.

**Q.** That came from position space. Does it know anything about your coefficient $T$?

**A.** Its pole does. As $\gamma\to\tfrac12^+$ the momentum integral is dominated by the tail, $\int_1^\infty Tk^{-2\gamma}dk=T/(2\gamma-1)$, and the rest stays finite. At $\gamma=\tfrac12$, $a^2=\tfrac32\cdot2/\Gamma(2)=3$, $\Gamma(\tfrac12)^2=\pi$, $C^2=S^2=\tfrac12$ and $(Z\alpha)^2=\tfrac34$, so the bracket in $T$ is $\tfrac18+\tfrac38=\tfrac12$ and $T=(2/\pi)\cdot3\cdot\pi\cdot\tfrac12=3$. The position-space formula has $(2-\gamma)/\gamma=3$ over the same factor $2\gamma-1$. The residues agree.

**Q.** If $\langle p^2\rangle$ can diverge while the state is still bound, how does the energy stay finite?

**A.** The Dirac kinetic operator $c\,\boldsymbol\alpha\cdot p$, with $\boldsymbol\alpha$ the Dirac matrices, is linear in $p$ and couples the two components. Its density in momentum space is $2c\,\mathrm{Re}(\tilde u^\dagger\sigma\cdot\mathbf p\,\tilde l)$, and $\sigma\cdot\mathbf p\,\sigma\cdot\hat p=p$, so

$$\langle c\,\boldsymbol\alpha\cdot p\rangle=-2cZ\int_0^\infty k^3\,G\,F\,dk .$$

This is positive because $F<0$, and its integrand falls as $k^{-2\gamma-1}$, which converges for every $\gamma>0$. Its value follows from the mean of the Hamiltonian, $\varepsilon=\langle c\,\boldsymbol\alpha\cdot p\rangle+\langle V\rangle-2c^2w_-$. Since $2c^2w_-=c^2(1-\gamma)=-\varepsilon$, these two terms cancel and $\langle c\,\boldsymbol\alpha\cdot p\rangle=-\langle V\rangle=Z^2/\gamma$, the Dirac-Coulomb virial relation. In the nonrelativistic limit $|F|=(Z\alpha/2)kG$ turns the integral into $Z^2\langle k^2\rangle=Z^2$, as it should.

**Q.** And the finite moments of germanium?

**A.** The closed formula gives $\langle p^2\rangle/Z^2=1.027647/(0.972353\times0.944706)=1.118724$, or $\langle p^2\rangle=1145.6$ a.u.; the first-order estimate is $1.109059$. The virial value is $1024/0.972353=1053.1$ hartree. The other moments come from the same Gauss-Legendre quadrature of the closed-form density. In units of $Z^n$, the Dirac and Schrödinger values are $4.806248$ and $5$ for $n=-2$, $1.659270$ and $1.697653$ for $n=-1$, and $0.879738$ and $0.848826$ for $n=1$. The negative moments are lower than the Schrödinger ones and the positive moments higher, and the excess grows from under 4 per cent of the Schrödinger value at $n=1$ to 12 per cent at $n=2$. The momentum $mc$ lies at $k=1/(Z\alpha)=4.2824$, and the probability of $p>mc$ is $2.16\times10^{-3}$ against $1.22\times10^{-3}$. The divergent moments are thus produced by a region that holds a very small part of the probability.

**Q.** You traced the tail to the singularity at the origin. A real nucleus is not a point. Does anything survive?

**A.** The divergence of $\langle p^4\rangle$ does not. Take a uniformly charged sphere of radius $R$, with $V=-Z(3-r^2/R^2)/(2R)$ inside and $-Z/r$ outside. Then $V$ and $V'$ are continuous and bounded, and the solution starts as $P\propto r$, $Q\propto r^2$. The moment is $\langle p^4\rangle=\|(\sigma\cdot p)^2\psi\|^2$. One application of $\sigma\cdot p$ acts on a large-type radial function as $d/dr-1/r$ and on a small-type one as $d/dr+1/r$, up to phases. Expanding the products of these operators, the terms in $P'/r$ and $P/r^2$ cancel for the large component and leave $-2Q/r^2$ for the small one. Using the radial equations on the other side, with $A'=B'=-V'/c$,

$$P''=\Big(\frac d{dr}+\frac1r\Big)(AQ)=A'Q+A\Big(Q'+\frac Qr\Big)=-\frac{V'Q}c-ABP,$$

$$Q''-\frac{2Q}{r^2}=-\Big(\frac d{dr}-\frac1r\Big)(BP)=-B'P-B\Big(P'-\frac Pr\Big)=\frac{V'P}c-ABQ .$$

All coefficients on the right are bounded, and $P$ and $Q$ are square integrable, so $\langle p^4\rangle$, the integral of the sum of the two squares, is finite. Then $\langle p^2\rangle$ and $\langle p^3\rangle$ are finite too, since $p^n\le1+p^4$ for $0\le n\le4$.

**Q.** Then the exponent $\gamma$ has no meaning left for these moments.

**A.** It fixes how they depend on $R$. Put $\xi=r/R$ and write $-V=Zv(\xi)/R$, with $v=(3-\xi^2)/2$ inside and $1/\xi$ outside. The radial equations in $\xi$ contain $RB=\varepsilon R/c+Z\alpha\,v$ and $RA=RB+2cR$. When $2cR\ll Z\alpha$, the terms in $R$ drop out for $\xi$ of order one, and the solution there is a fixed shape in $\xi$. Outside the sphere that shape tends to $\xi^\gamma$ and must join the point-nucleus function $Nr^\gamma=NR^\gamma\xi^\gamma$, so its amplitude is $NR^\gamma$. Two derivatives give $R^{-2}$, squaring gives $R^{2\gamma-4}$, and $dr=R\,d\xi$ gives one more $R$. The $\xi$ integral converges at large $\xi$ as $\int\xi^{2\gamma-4}d\xi$. Hence, to leading order as $R\to0$,

$$\langle p^4\rangle\propto R^{-(3-2\gamma)},$$

which is the cut-off law $K^q$ for $n=4$ with $K\propto1/R$.

For $Z=32$ the radial equations were integrated in $\ln r$ with an adaptive eighth-order Runge-Kutta method, outward from near the origin and inward from $r=35/Z$, with the energy fixed by matching $Q/P$ at $r=1/Z$ and the moments accumulated from the formulas above. For the deliberately small radii $0.4$, $0.2$ and $0.1$ fm, $\langle p^4\rangle/Z^4$ is $1794.6$, $3720.5$ and $7722.4$. Differences remove any part independent of $R$, and their ratio is $(7722.4-3720.5)/(3720.5-1794.6)=2.078$. Its base-two logarithm is $1.0551$, against $3-2\gamma=1.0553$, and clearly distinct from $1$.

**Q.** What happens at a sensible radius?

**A.** Take the round model value $R=5$ fm $=9.449\times10^{-5}$ bohr, roughly the size of a nucleus of this mass. Then $1/R=10584$ a.u., or $k=1/(ZR)=331$. The level rises by $5.4\times10^{-3}$ hartree. The moment $\langle p^2\rangle/Z^2$ falls from $1.118724$ to $1.118142$, a change of $5\times10^{-4}$ relative to the point value, so the closed formula serves well for it. The moment $\langle p^4\rangle/Z^4$ is $131$, about 26 times the Schrödinger value. The point-nucleus cut-off moment $M_4(K)$ reaches this value at $K=621$, that is $pR=1.9$, so for this moment the sphere acts like a sharp cut-off near $2/R$. Because the leading term scales as $R^{-1.055}$, the number $131$ belongs to this radius and this charge distribution. It is a model value that still omits recoil and radiative corrections, and it is not a prediction for a measured quantity.

**Q.** So over what range of momentum is the power $p^{-\gamma-2}$ meaningful?

**A.** The finite-nucleus amplitudes themselves were not transformed here. The statement that the closed form holds for $pR\ll1$ rests on the scaling argument, in which the sphere alters the wavefunction at $r$ of order $R$, and on the effective cut-off just found. On that basis the range for germanium ends below $k\approx330$. In the point-nucleus closed form the small component has a slope within $0.05$ of $-2.972$ from $k=10$ on, so with the finite nucleus it should follow the power over about one decade, until $pR$ is no longer small. The large component needs $k\gg k^*=45$, and its slope is still $-3.28$ at $k=100$, so the crossover is inside the range but the pure power is not.

For $Z=1$ the large component fares worse. There $1-\gamma=2.66\times10^{-5}$, $T=1.36\times10^{-4}$, and $p^*=47819$ a.u. $=349\,mc$, so $1/p^*=1.1$ fm. A proton is roughly 1 fm in size, so the slow term of the large component would take over at the very scale where the point-charge model ends. What remains for $Z=1$ is the tail of the small component at $pR\ll1$. Since $1/(ZR)$ is near $5\times10^4$, it spans more decades than in germanium, but its point-nucleus exponent differs from $-3$ by less than $3\times10^{-5}$. These ranges belong to the Dirac-Coulomb model and reach well beyond $p=mc$. In a real atom vacuum polarization, left out here, changes the slope of the tail by about $2\alpha/3\pi\approx1.5\times10^{-3}$ for $p\gg mc$. That is far more than $1-\gamma$ for hydrogen, which also has recoil, and small against $1-\gamma=0.028$ for germanium. For a heavy ion the crossover moves down. With a point nucleus the model charge $Z=80$ has $\gamma=0.811906$ and $k^*=5.95$, which is only a rough mark, because the dropped terms of relative order $1/k^{*2}\approx0.03$ are no longer negligible there. Its point-nucleus moments end at $n=2\gamma+1=2.62$, and $\langle p^2\rangle/Z^2=1.188094/(0.811906\times0.623812)=2.346$, more than twice the Schrödinger value.

Numerical values quoted here were computed with a short program.
